Two electrons in a periodic box: full CI in relative momentum

**The problem**

Two electrons move in a periodic cube of side L = 5 bohr and volume Ω = L³. There is no external potential apart from a uniform background that makes the cell neutral. In hartree atomic units the Hamiltonian is

H = −½∇₁² − ½∇₂² + w(r₁ − r₂),

w(r) = Σ_{q≠0} v(q) exp(iq·r), v(q) = 4π/(Ωq²).

The orbitals are plane waves exp(ik·r)/√Ω, where k = 2πn/L and n is a vector of integers. The basis holds the M plane waves with |k| ≤ k_c, and R = k_c L/(2π) is the cutoff in integer units.

(a) Use momentum conservation to reduce the full configuration interaction (CI) problem for the ground state to a single matrix. (b) Find how its lowest energy depends on M when M is large. (c) Give the energy of the complete basis to within one microhartree.

**A tempting solution, which is wrong**

Put both electrons at k = 0. This state has no kinetic energy, and since v(0) is absent it has no interaction energy either. A single excitation would change the total momentum, so it does not couple. The remaining candidates are the pairs (k, −k), which the interaction reaches from (0, 0) with matrix element v(k).

The interaction is weak beside the pair energies: v(k)/k² is at most about 0.04. The amplitudes of the excited pairs are therefore small, and scattering from one excited pair into another looks like a negligible higher-order effect. Drop it, so that each pair couples to (0, 0) alone. With amplitudes c_k and pair energies k²/2 + k²/2 = k², the equations are

k² c_k + v(k) c_0 = E c_k, so c_k = −v(k) c_0/(k² − E),

E c_0 = Σ_{k≠0} v(k) c_k, so E = −Σ_{k≠0} v(k)²/(k² − E).

The smallest k² is (2π/L)² = 1.579 hartree, far above |E|, so E may be dropped on the right. With k = 2πn/L,

v(k) = 4πL²/(4π²L³n²) = 1/(πLn²),

v(k)²/k² = [1/(π²L²n⁴)] · [L²/(4π²n²)] = 1/(4π⁴n⁶),

E = −(1/(4π⁴)) Σ_{n≠0} 1/n⁶.

Summed up to R = 24 this gives −0.02156 hartree. The sum converges quickly, and the matter seems settled.

**Where it fails**

The fault lies in treating the scattering among excited pairs as negligible. Every pair (k, −k) has total momentum zero, and a collision takes (k, −k) to (k′, −k′) by transferring k′ − k. In the equation for c_k this adds Σ_{k′≠0} v(k − k′) c_{k′} beside v(k) c_0. Each amplitude is small, but the sum is linear in the amplitudes and runs over all pairs, so it need not be small beside v(k) c_0. The wrong solution has left out all scattering among excited pairs.

Dropping E from the denominator is a minor matter: it changes each term by a fraction of at most |E|/k², about 1.4 per cent. The omitted scattering is much larger, as the correct calculation shows.

**The Coulomb coefficient**

Periodic Coulomb sums converge conditionally, so screen the interaction first and replace 1/r by exp(−μr)/r. The potential of one electron and all its images is a sum over lattice translations. Its Fourier coefficient is an integral over one cell. Because exp(−iq·T) = 1 for every lattice translation T, the images together turn this into an integral over all space:

v_μ(q) = (1/Ω) ∫ [exp(−μr)/r] exp(−iq·r) d³r.

The angular average of exp(−iq·r) is sin(qr)/(qr), hence

v_μ(q) = (4π/(Ωq)) ∫₀^∞ exp(−μr) sin(qr) dr = 4π/[Ω(q² + μ²)].

For q ≠ 0 the limit μ → 0 gives 4π/(Ωq²). For q = 0 the coefficient v₀ = 4π/(Ωμ²) diverges, but it multiplies a sum that vanishes. The pair of electrons contributes +v₀. The two electrons interacting with a background of charge +2 give −4v₀, and the background with itself gives ½·2²·v₀ = 2v₀. Each electron with its own images gives ½v₀, or v₀ for both. The total is 1 − 4 + 2 + 1 = 0.

The images also leave a finite constant that depends on L but not on the state. The Hamiltonian above omits it, so E is not the complete electrostatic energy of the periodic system.

**Momentum conservation and the single matrix**

The two-electron integral between plane-wave products is

⟨k₁′k₂′|w|k₁k₂⟩ = Ω⁻² Σ_{q≠0} v(q) ∫ exp[i(k₁ − k₁′ + q)·r₁] d³r₁ ∫ exp[i(k₂ − k₂′ − q)·r₂] d³r₂.

Each integral equals Ω if its exponent vanishes and zero otherwise. The first requires q = k₁′ − k₁, the second q = k₂ − k₂′. Both hold only if k₁′ + k₂′ = k₁ + k₂, and the integral is then v(k₁′ − k₁). The CI matrix thus splits into blocks labelled by the total momentum K = k₁ + k₂.

In the block K = 0 the two-electron function is

Ψ(r₁, r₂) = (1/Ω) Σ_k c_k exp[ik·(r₁ − r₂)].

Since −k lies in the basis whenever k does, there are M such products. Their matrix is

H_{kk′} = k² δ_{kk′} + v(k − k′), with v(0) = 0.

This is the matrix asked for in (a). The wrong solution kept its diagonal and the row and column of k = 0, and set the rest to zero.

Exchanging the electrons turns c_k into c_{−k}. Even amplitudes therefore belong to the spin singlet and odd ones to the triplet.

It remains to show that the ground state lies in this block. In the complete basis, consider the imaginary-time propagator exp(−tH). Its kernel G(x, y) is strictly positive, where x and y stand for the positions of both electrons: free diffusion connects any two configurations, and the potential multiplies each path by a positive weight. H is real, so ground states can be chosen real. If a real, normalized ground state Ψ took both signs, then

∬ |Ψ(x)| G(x, y) |Ψ(y)| dx dy > ∬ Ψ(x) G(x, y) Ψ(y) dx dy = exp(−tE).

But exp(−tE) is the largest eigenvalue of exp(−tH), and no normalized function can exceed it. So Ψ has one sign, say Ψ ≥ 0. Then Ψ(x) = exp(tE) ∫ G(x, y) Ψ(y) dy is strictly positive everywhere. Two such functions cannot be orthogonal, so the ground state is unique. A common translation of both electrons can multiply it only by a phase exp(iK·a), and positivity makes that phase 1 for every a, so K = 0. Exchange can multiply it only by ±1, and positivity selects +1. The ground state is a singlet with K = 0.

A truncated basis does not inherit this proof. For M = 19 the complete two-electron spectrum was computed from sine and cosine orbitals without using momentum conservation. All 361 levels agree with the union of the K blocks. The lowest level with K = 0 is −0.01618 hartree, and the lowest with any other K is +0.72338 hartree.

**The smallest basis, by hand**

For R = 1 the basis is k = 0 and the six vectors of length k₁ = 2π/L, so M = 7. With v₁ = v(k₁),

k₁² = 1.579137 hartree, v₁ = 1/(πL) = 0.063662 hartree.

Let |s⟩ be the sum of the six excited pairs divided by √6. Its coupling to k = 0 is 6v₁/√6 = √6 v₁. For its diagonal element, start from one of the six vectors. Its difference from the opposite vector has length 2k₁, which contributes v₁/4. Its difference from each of the four perpendicular vectors has length √2 k₁, which contributes v₁/2 each time. Therefore

d = ⟨s|H|s⟩ = k₁² + v₁/4 + 4·v₁/2 = k₁² + 9v₁/4 = 1.722376 hartree.

The 2 × 2 problem gives E(E − d) = 6v₁², whose lower root is

E = d/2 − √(d²/4 + 6v₁²) = −0.014004 hartree.

The other five combinations have amplitudes that sum to zero, so they do not couple to k = 0. The odd ones have energy k₁² − v₁/4. For the even ones the opposite vector gives +v₁/4 and the four perpendicular ones give −v₁, so the energy is k₁² − 3v₁/4. All of these are positive, and E above is the lowest level.

The wrong solution would use k₁² in place of d. Keeping E in its denominator, it gives

k₁²/2 − √(k₁⁴/4 + 6v₁²) = −0.01525 hartree,

which is 9 per cent too deep relative to the correct −0.01400. The excited pairs have amplitudes of equal sign and repel one another through positive elements v(k − k′), so exciting them costs more than their kinetic energy.

**What the energy means, and when the wrong sum is right**

The determinant with both electrons at k = 0 has energy zero and does not couple to single excitations. It is therefore a stationary solution of the restricted Hartree–Fock equations, and E is the correlation energy relative to it.

The wrong sum is the second-order perturbation energy. The next order is

E₃ = Σ_{k≠0} Σ_{k′≠0} [v(k)/k²] v(k − k′) [v(k′)/k′²] > 0.

Since v scales as 1/L and k² as 1/L², the second-order energy scales as L⁰ and E₃ as L. The wrong sum is thus the correct limit of a small box, where kinetic energy dominates. At L = 0.01 bohr and R = 12, the matrix gives −0.021546 hartree and the second-order sum −0.021557 hartree. At L = 5 bohr the higher orders are no longer small.

**Solving large bases**

Write (v∗c)_k = Σ_{k′} v(k − k′) c_{k′}. Row k of the eigenvalue equation is

k² c_k + (v∗c)_k = E c_k.

Set c_0 = 1 for the moment. The row k = 0 gives the energy and the others give the amplitudes:

E = (v∗c)_0, c_k = −(v∗c)_k/(k² − E) for k ≠ 0.

These equations are iterated from c_k = 0 for k ≠ 0. The convolution is done by fast Fourier transform. Components of k − k′ run from −2R to 2R in integer units, so at least 4R + 1 grid points per direction prevent wrap-around.

Convergence of such an iteration is not guaranteed in general, and a stronger interaction (larger L) could spoil it. Here it converged for every cutoff used. At R = 6 it gives −0.0170862372 hartree, as does direct diagonalization of the 925 × 925 matrix.

**The short-range cusp**

From here on the amplitudes are normalized, Σ|c_k|² = 1. The relative wavefunction is φ(r) = Σ_k c_k exp(ik·r), and its value at contact is

S = Σ_k c_k = φ(0).

Uncorrelated electrons at k = 0 have S = 1, so S² is the density of finding the two electrons at the same point, relative to that case.

For large k, most of the sum (v∗c)_k comes from k′ much smaller than k, where v(k − k′) ≈ v(k). Then (v∗c)_k ≈ v(k)S. With E negligible beside k²,

c_k ≈ −v(k)S/k² = −4πS/(Ωk⁴).

In real space this is the electron–electron cusp. Near r = 0 the relative equation contains −∇²φ + φ/r, and the singular parts must cancel. Because ∇²r = 2/r, this requires φ(r) ≈ φ(0)(1 + r/2). The transform of r follows from the same identity: −k² times it equals 2·4π/k², so it is −8π/k⁴. Half of this, times φ(0)/Ω, reproduces c_k. In the R = 24 basis the computed amplitude at k = 12.57 bohr⁻¹ is 0.984 times the asymptotic form evaluated with the S of that basis. The shortfall comes from S, which is not yet converged: with the limiting value of about 0.537 estimated below, the ratio is about 1.00, within half a per cent.

**The basis-set error**

Treat the coupling of the truncated ground state to the omitted pairs in second order. An omitted pair k is reached with matrix element (v∗c)_k ≈ v(k)S and costs about k². The energy E_M in the basis therefore lies above the limit E_∞ by

E_M − E_∞ ≈ Σ_{k>k_c} v(k)²S²/k² = (16π²S²/Ω²) Σ_{k>k_c} 1/k⁶.

Allowed vectors have density Ω/(2π)³ in k space, so the sum becomes (Ω/(2π²)) ∫ k² dk:

E_M − E_∞ ≈ (8S²/Ω) ∫_{k_c}^∞ dk/k⁴ = 8S²/(3Ωk_c³).

The number of plane waves is M = [Ω/(2π)³]·(4π/3)k_c³ = Ωk_c³/(6π²), so 1/(Ωk_c³) = 1/(6π²M), and

E_M − E_∞ ≈ 4S²/(9π²M).

This answers (b). The law holds to leading order for states with K = 0 and S ≠ 0, such as the ground state. For a triplet the amplitudes are odd, S = 0, and this leading term vanishes. It also vanishes for singlets whose amplitudes sum to zero by cubic symmetry, such as the even combinations of the smallest basis with energy k₁² − 3v₁/4.

The relative corrections are of order 1/k_c, with k_c in bohr⁻¹. To see why, add up the cusp amplitudes beyond the cutoff:

Σ_{k>k_c} c_k ≈ −(4πS/Ω)(Ω/(2π²)) ∫_{k_c}^∞ dk/k² = −2S/(πk_c).

Amplitudes near the cutoff, for which v(k − k′) ≈ v(k) is a poor approximation, also add up to order S/k_c. Scattering among the omitted pairs is smaller than the leading term by the same factor. The law thus needs k_c ≫ 1 bohr⁻¹ as well as k_c ≫ 2π/L.

In what follows the law is evaluated with the S of each truncated basis. The computed drop in energy on doubling the cutoff, divided by the drop the law then predicts, is 0.856 from R = 3 to 6, 0.906 from 6 to 12 and 0.948 from 12 to 24. The ratio approaches 1 from below, so the law, used with the S of the truncated basis (which lies above its limit), somewhat overestimates the error at these cutoffs.

**Converging the energy**

Subtracting the law from each E_M, with S taken from the same basis, gives an extrapolated energy. Energies are in hartree:

R = 4, M = 257: E_M = −0.01704569, extrapolated −0.01710961
R = 8, M = 2109: E_M = −0.01709475, extrapolated −0.01710170
R = 12, M = 7153: E_M = −0.01709934, extrapolated −0.01710131
R = 16, M = 17077: E_M = −0.01710044, extrapolated −0.01710124
R = 24, M = 57777: E_M = −0.01710099, extrapolated −0.01710122

For the last line S = 0.54810 and S² = 0.3004, so the correction is

4 × 0.3004/(9π² × 57777) = 2.3 × 10⁻⁷ hartree.

The raw energies fall towards the limit because each basis contains the previous one. The extrapolated energies rise towards it, because the law overcorrects. From R = 16 to 24 the extrapolated value moves by 0.024 microhartree. The answer to (c) is

E_∞ = −0.017101 hartree = −0.4653 eV,

well within the accuracy asked for. Measured against the last extrapolated value, R = 16 is the first cutoff in this list whose raw energy is within one microhartree; it is 0.8 microhartree too high. With extrapolation R = 8 suffices, with an error of 0.5 microhartree and about one eighth as many plane waves.

The wrong solution's −0.02156 hartree is 26 per cent too deep relative to this result. It also misjudges convergence: by coupling each pair to k = 0 alone it in effect sets S = 1, which at large cutoffs makes the predicted basis error more than three times too large.

The state itself shows why a correction that looks harmless matters. The k = 0 pair carries 99.2 per cent of the weight, yet the contact density is reduced to about 0.30 of its uncorrelated value. The weight depends on the squares of the small amplitudes, whereas S adds the amplitudes themselves, so small negative ones count in full: the six pairs of the R = 1 basis already bring S down to 0.777, and the many smaller amplitudes beyond them bring it to 0.548 at R = 24.

The contact density converges far more slowly than the energy. By the sum above, S at R = 24 still has to fall by about 2S/(πk_c) = 2 × 0.548/(π × 30.16) = 0.012, to about 0.537, which puts S² near 0.29. The same estimate predicts a fall of 0.0116 from R = 12 to 24, and the computed fall is 0.0112. A basis that gives the energy to a fraction of a microhartree thus still leaves the contact density several per cent too high.

Table of computed values

```
box side L = 5.0 bohr, volume = 125.0 bohr^3
k1 = 2 pi/L = 1.256637 1/bohr, k1^2 = 1.579137 hartree
v(k1) = 0.063662 hartree; by quadrature 0.063661 hartree
M = 7: d = 1.722376 hartree, E formula = -0.01400447 hartree
M = 7: E from 7 x 7 matrix = -0.01400447 hartree
product-space CI: 19 orbitals, 361 states, 93 K blocks
largest spectrum difference = 4.4e-15 hartree
M = 19: lowest E with K = 0: -0.01617564 hartree
M = 19: lowest E with K not 0: 0.72338291 hartree
R = 6: dense matrix -0.0170862372, iteration -0.0170862372 hartree
R, k_c (1/bohr), M, E (hartree), S, extrapolated E (hartree)
  1   1.2566      7 -0.01400447 0.77689 -0.01788723
  2   2.5133     33 -0.01662238 0.66992 -0.01723480
  3   3.7699    123 -0.01697871 0.62299 -0.01712080
  4   5.0265    257 -0.01704569 0.60403 -0.01710961
  6   7.5398    925 -0.01708624 0.58096 -0.01710267
  8  10.0531   2109 -0.01709475 0.57047 -0.01710170
 12  15.0796   7153 -0.01709934 0.55932 -0.01710131
 16  20.1062  17077 -0.01710044 0.55370 -0.01710124
 24  30.1593  57777 -0.01710099 0.54810 -0.01710122
energy drop R = 3 to 6: 107.526 microhartree, computed/predicted = 0.8557
energy drop R = 6 to 12: 13.104 microhartree, computed/predicted = 0.9061
energy drop R = 12 to 24: 1.645 microhartree, computed/predicted = 0.9480
cusp: amplitude/asymptotic form at k = 12.566 1/bohr: 0.9841
second-order energy, R = 24: -0.02156272 hartree
L = 0.01 bohr, R = 12: E = -0.02154575 hartree, second order = -0.02155721 hartree
weight of the k = 0 pair, R = 24: 0.99234
relative contact density S^2, R = 24: 0.3004
change of extrapolated E, R = 16 to 24: 0.0242 microhartree
final correlation energy = -0.0171012 hartree = -0.46535 eV
```
